# Electrical resistance of thin wires with and without an axial magnetic field

A long, straight metal wire has a circular cross-section of diameter $d=2R$. It carries a current driven by a weak, static, uniform electric field $E$ along its axis, the $z$ direction. The following model is used throughout.

- The electrons are free, with a spherical Fermi surface of radius $k_F$, and $k_Fd\gg1$, so that classical paths make sense.
- Collisions in the interior are described by one relaxation time $\tau$. The mean free path is $l=k_F\tau$.
- The surface is wholly diffuse: an electron leaving the wall has the equilibrium distribution, whatever it did before.
- The magnetic field made by the current itself is neglected.

Atomic units are used in the algebra: the electron has mass 1 and charge $-1$, and $\hbar=1$. Velocity and wave vector are then equal, $\mathbf v=\mathbf k$. The angle between $\mathbf v$ and the axis is $\theta$. Bulk quantities carry the subscript 0, and $\sigma=1/\rho$ is the current density averaged over the cross-section, divided by $E$.

## (a) The distribution along a path

**An electron now at a given point left the wall a time $T$ ago. Find the deviation $\delta f$ from equilibrium to first order in $E$, and express the conductivity through $T$.**

Write $f=f_0(\varepsilon)+\delta f$, where $\varepsilon$ is the kinetic energy. Following an electron along its path, collisions give

$$\frac{df}{dt}=-\frac{\delta f}{\tau}.$$

The force is $-E$, so the energy changes at the rate $d\varepsilon/dt=-Ev_z$, and $df_0/dt=-f_0'Ev_z$. Subtracting this from $df/dt$ leaves

$$\frac{d\,\delta f}{dt}=-\frac{\delta f}{\tau}+f_0'Ev_z .$$

The source is already of first order in $E$, so the path and $v_z$ may be taken at $E=0$, where $v_z$ is constant. Diffuse emission means $\delta f=0$ at the wall. Adding up the source since that moment, each contribution damped by later collisions, gives

$$\delta f=f_0'Ev_z\int_0^T e^{-t'/\tau}dt'=f_0'Ev_z\tau\left(1-e^{-T/\tau}\right).$$

Since $f_0'<0$, fewer electrons move along $E$ and more move against it, as the negative charge requires. The deviation is odd in $v_z$, so it creates no charge density and no net particle flow into the wall.

The current density is $j=-\int v_z\,\delta f\,2d^3k/(2\pi)^3$, the factor 2 counting spin. In the bulk $T=\infty$. At low temperature $-f_0'=\delta(\varepsilon-\varepsilon_F)$; with $d^3k\to4\pi k\,d\varepsilon$ and the angular mean $v_z^2\to k^2/3$,

$$\sigma_0=\frac{2}{8\pi^3}\,4\pi k_F\,\frac{k_F^2}{3}\,\tau=\frac{k_F^3\tau}{3\pi^2}=\frac{k_F^2l}{3\pi^2}.$$

In the wire each direction keeps its bulk weight, proportional to $\cos^2\theta$, times $1-e^{-T/\tau}$. Hence

$$\frac{\sigma}{\sigma_0}=1-\left\langle e^{-T/\tau}\right\rangle,\qquad(1)$$

where the brackets average over the cross-section, over the azimuth of the velocity, and over $0<\theta<\pi/2$ with the weight $3\cos^2\theta\sin\theta\,d\theta$, whose integral is 1. The other hemisphere gives the same result by symmetry.

## (b) Straight paths

**Without a magnetic field, reduce (1) to a double integral depending only on $x=d/l$.**

Let $s$ be the distance back to the wall, projected on the cross-section. The transverse speed is $k_F\sin\theta$, so $T/\tau=s/\lambda$ with $\lambda=l\sin\theta$.

For a fixed direction, divide the cross-section into parallel chords at distance $b$ from the centre, of length $c=2\sqrt{R^2-b^2}$. On each chord $s$ runs from 0 to $c$:

$$\int dS\,e^{-s/\lambda}=\int_{-R}^{R}db\int_0^c ds\,e^{-s/\lambda}=\int_{-R}^{R}db\,\lambda\left(1-e^{-c/\lambda}\right).$$

Put $b=R\cos\psi$. Then $c=d\sin\psi$ and $|db|=R\sin\psi\,d\psi$. The halves $\psi<\pi/2$ and $\psi>\pi/2$ are equal, which turns the factor $R$ into $2R=d$. Division by the area $\pi d^2/4$ gives the prefactor $4\lambda/(\pi d)=4\sin\theta/(\pi x)$. With the directional weight,

$$\frac{\sigma}{\sigma_0}=1-\frac{12}{\pi x}\int_0^{\pi/2}\!d\theta\,\cos^2\theta\sin^2\theta\int_0^{\pi/2}\!d\psi\,\sin\psi\left(1-e^{-x\sin\psi/\sin\theta}\right).\qquad(2)$$

## (c) The thick wire

**Find $\rho/\rho_0$ to first order in $l/d$ for $d\gg l$, and the size of what is dropped.**

In (2) the 1 in the bracket gives $\int_0^{\pi/2}\sin\psi\,d\psi=1$ and $\int_0^{\pi/2}\cos^2\theta\sin^2\theta\,d\theta=\pi/16$, hence a loss $3/(4x)$.

The exponential contains, with $a=x/\sin\theta\ge x$,

$$K(a)=\int_0^{\pi/2}\sin\psi\,e^{-a\sin\psi}d\psi .$$

Because $2\psi/\pi\le\sin\psi\le\psi$, we have $K\le\int_0^\infty\psi\,e^{-2a\psi/\pi}d\psi=\pi^2/(4a^2)$. For large $a$ the integral comes from small $\psi$, where $\sin\psi\approx\psi$, so $K\to1/a^2=\sin^2\theta/x^2$. With $\int_0^{\pi/2}\cos^2\theta\sin^4\theta\,d\theta=\pi/32$,

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{4x}+\frac{12}{\pi x}\,\frac{1}{x^2}\,\frac{\pi}{32}+\dots=1-\frac{3l}{4d}+\frac{3l^3}{8d^3}+\dots$$

Taking the reciprocal,

$$\frac{\rho}{\rho_0}=1+\frac{3l}{4d}+\frac{9l^2}{16d^2}+O\!\left(\frac{l^3}{d^3}\right).\qquad(3)$$

The quadratic term comes wholly from the inversion. Physically, electrons that left the wall less than about one relaxation time ago have not yet acquired their full drift. They lie within about one mean free path of the surface, in a layer that fills a fraction of order $l/d$ of the wire.

## (d) The thin wire

**Find the limit for $d\ll l$. How does the resistivity approach it?**

Let $u=T/\tau=x\,(s/d)/\sin\theta$. The quantity $(1-e^{-u})/x$ never exceeds $u/x$ and tends to it as $x\to0$. If $\langle u/x\rangle$ is finite, the limit may therefore be taken inside the average. The means over $s$ and $\theta$ separate:

$$\langle s\rangle=\frac{4}{\pi d^2}\int_{-R}^{R}\frac{c^2}{2}\,db=\frac{4}{\pi d^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{4}{\pi d^2}\,\frac{8R^3}{3}=\frac{4d}{3\pi},$$

$$\left\langle\frac1{\sin\theta}\right\rangle=3\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{3\pi}{4}.$$

Their product is $d$. Thus $\sigma/\sigma_0\to d/l$, or

$$\frac{\rho}{\rho_0}\to\frac{l}{d},\qquad \rho\to\frac{3\pi^2}{k_F^2l}\,\frac{l}{d}=\frac{3\pi^2}{k_F^2d}.\qquad(4)$$

The limiting resistivity no longer depends on $l$: the wall has replaced interior collisions as the process that ends free acceleration.

The next term, $-\langle u^2\rangle/2$, would need $\langle1/\sin^2\theta\rangle=3\int\cos^2\theta\,d\theta/\sin\theta$, which diverges logarithmically at small $\theta$. Electrons nearly parallel to the axis travel far before they hit the wall, and for $\theta\lesssim x$ the expansion in $u$ fails. That range has weight of order $x^2$, and its share of $\langle u\rangle$ is also of order $x^2$. Outside it, the terms from $u^3$ onward likewise sum to order $x^2$. The logarithm is therefore cut off at $\theta\sim x$ and equals $3\ln(1/x)$ up to a constant. Using $c=d\sin\psi$ again,

$$\langle s^2\rangle=\frac{4}{\pi d^2}\int_{-R}^{R}\frac{c^3}{3}\,db=\frac{4}{\pi d^2}\,\frac{d^3}{3}\,\frac d2\int_0^\pi\sin^4\psi\,d\psi=\frac{2d^2}{3\pi}\,\frac{3\pi}{8}=\frac{d^2}{4}.$$

So

$$\frac{\sigma}{\sigma_0}=x-\frac38x^2\ln\frac1x+O(x^2),\qquad \frac{\rho}{\rho_0}=\frac ld+\frac38\ln\frac ld+O(1).$$

The ratio of $\rho/\rho_0$ to $l/d$ tends to 1, although their difference grows slowly.

The logarithm comes from angles down to $\theta\sim d/l$, where the transverse wave number is only about $k_Fd/l$. Classical paths at these angles require $k_Fd^2/l\gg1$, which for $l\gg d$ is a stronger condition than $k_Fd\gg1$. In the numerical case of part (g), $k_Fd^2/l\approx2.3\times10^4$.

## (e) Helical paths

**Add a uniform magnetic field $B$ along the axis. Define $r=k_F/B$ and find the expression that replaces (2).**

The magnetic force is $-\mathbf v\times\mathbf B$. It turns the transverse velocity at the rate $\omega_c=B$ and leaves both $v_z$ and the energy unchanged. Part (a) therefore still holds; only $T$ is different. Seen along the axis, the orbit is a circle of radius $\varrho=r\sin\theta$. Also $\omega_c\tau=(k_F/r)(l/k_F)=l/r$.

Label an electron by the centre of its circle and its phase on the circle. At fixed phase the centre is the position plus a constant vector, so areas are preserved. Let the centre lie at distance $a$ from the wire axis, and suppose that the circle crosses the wall. The wire axis, the orbit centre and a crossing point form a triangle with sides $R$, $\varrho$ and $a$. Let $\eta$ be its angle at the crossing point:

$$a^2=R^2+\varrho^2-2R\varrho\cos\eta,\qquad a\,da=R\varrho\sin\eta\,d\eta,\qquad 0<\eta<\pi.$$

The part of the circle inside the wire is an arc of angle $2\beta$, where $\beta$ is the triangle's angle at the orbit centre. The cosine and sine rules give

$$\cos\beta=\frac{a^2+\varrho^2-R^2}{2a\varrho}=\frac{\varrho-R\cos\eta}{a},\qquad \sin\beta=\frac{R\sin\eta}{a}.$$

Thus $\beta$, between 0 and $\pi$, is the polar angle of the point with abscissa $(2r/d)\sin\theta-\cos\eta$ and ordinate $\sin\eta$.

An electron that has turned through an angle $\chi$ since the wall has $T/\tau=\chi/(\omega_c\tau)=\chi r/l$, with $0<\chi<2\beta$. Circles lying wholly inside the wire have $T=\infty$ and add nothing to $\langle e^{-T/\tau}\rangle$. At fixed $\theta$ the average is therefore

$$\frac{1}{\pi R^2}\int 2\pi a\,da\,\frac1{2\pi}\int_0^{2\beta}e^{-\chi r/l}d\chi=\frac{1}{\pi R^2}\,\frac lr\int a\,da\left(1-e^{-2\beta r/l}\right).$$

Inserting $a\,da=Rr\sin\theta\sin\eta\,d\eta$ and $R=d/2$ turns the prefactor into $2l\sin\theta/(\pi d)$. With the weight of $\theta$,

$$\frac{\sigma}{\sigma_0}=1-\frac{6l}{\pi d}\int_0^{\pi/2}\!d\theta\,\cos^2\theta\sin^2\theta\int_0^{\pi}\!d\eta\,\sin\eta\left(1-e^{-2\beta r/l}\right).\qquad(5)$$

As $B\to0$, $r\to\infty$ and $\beta\to d\sin\eta/(2r\sin\theta)$. The exponent becomes $x\sin\eta/\sin\theta$, and folding the $\eta$ range at $\pi/2$ returns (2).

## (f) Strong field

**What happens to the conductivity when $r\ll d$? Give bounds, and decide whether $\omega_c\tau\gg1$ would be a sufficient condition.**

Take $r\le d/2$, so that every circle is small enough to fit in the wire. A circle misses the wall if its centre lies within $R-\varrho$ of the axis. The weight of such orbits is

$$F=\left\langle\left(1-\frac{\varrho}{R}\right)^2\right\rangle=1-\frac{4r}{d}\langle\sin\theta\rangle+\frac{4r^2}{d^2}\langle\sin^2\theta\rangle .$$

Here $\langle\sin\theta\rangle=3\pi/16$, and $\langle\sin^2\theta\rangle=3\int_0^{\pi/2}\cos^2\theta\sin^3\theta\,d\theta=3(1/3-1/5)=2/5$. Hence

$$F=1-\frac{3\pi}{4}\,\frac rd+\frac85\,\frac{r^2}{d^2}.$$

All other electrons met the wall less than one period ago, so $0\le T\le2\pi/\omega_c$, and $e^{-T/\tau}$ lies between $e^{-2\pi r/l}$ and 1. Equation (1) then gives

$$(1-F)\,e^{-2\pi r/l}\le1-\frac{\sigma}{\sigma_0}\le1-F.\qquad(6)$$

As $r/d\to0$, $F\to1$ and $\sigma\to\sigma_0$: the field restores the bulk conductivity. The upper bound does not contain $l$, so this holds however long the mean free path is. At fixed $l/d$ the two bounds agree to first order, and the remaining deficit is $3\pi r/(4d)$. It comes from a surface layer whose thickness is set by the orbit radius instead of the mean free path. If instead $l\to\infty$ at fixed $r$, the electrons that hit the wall contribute nothing and $\sigma/\sigma_0\to F$.

The condition $\omega_c\tau\gg1$ is not sufficient. For $l=100d$ and $r=2d$ one has $\omega_c\tau=l/r=50$, yet (5) gives $\sigma/\sigma_0=0.024$. Only directions with $\sin\theta<1/4$ then have circles that fit inside the wire at all.

The proof needs $v_z$ to be conserved. A field tilted from the axis violates this, and a non-spherical Fermi surface may do so as well.

## (g) A numerical case

**Take $\varepsilon_F=5$ eV, $l=500\,000$ Å and $d=100\,000$ Å. Compare the zero-field resistivity with the two limits, and find the field that restores 90% of the bulk conductivity.**

These are round model parameters. Here $d/l=0.2$, and (2) gives $\rho/\rho_0=6.29$, or $\sigma/\sigma_0=0.159$. The first-order thick-wire formula gives $1+0.75\times5=4.75$, and the thin-wire limit gives 5.00. These lie 24% and 21% below the value from (2), so neither is adequate here. Each becomes accurate only towards its own limit, the first for large $d/l$ and the second for small $d/l$:

| $d/l$ | $\rho/\rho_0$ from (2) | $1+3l/(4d)$ | $l/d$ |
|---|---|---|---|
| 0.01 | 102.17 | 76.00 | 100.00 |
| 1 | 2.029 | 1.750 | 1.000 |
| 10 | 1.0806 | 1.0750 | 0.1000 |

At $d/l=10$ the quadratic term of (3), 0.0056, accounts for the visible difference from first order. At $d/l=0.01$ the logarithm contributes $0.375\ln100=1.73$ of the excess 2.17 over $l/d$; most of the rest is the constant term of the thin-wire expansion, about 0.40.

For the orbit size, $r=k_F/\omega_c$ and $k_F^2=2\varepsilon_F$ give, with $\hbar$ restored, $r=2\varepsilon_F/(k_F\hbar\omega_c)$. The Fermi wave number is $1.1456$ Å$^{-1}$, so at $\hbar\omega_c=0.001$ eV

$$r=\frac{10}{1.1456\times0.001}\ \text{Å}\approx8729\ \text{Å},\qquad\frac rd=0.0873,$$

$$F=1-2.356\times0.0873+1.6\times0.0873^2=0.807 .$$

Equation (5) gives $\sigma/\sigma_0=0.812$, slightly above $F$, because electrons that hit the wall still carry a little current. At $\hbar\omega_c=0.0002$ eV their share is larger: $\sigma/\sigma_0=0.358$ against $F=0.276$.

The 90% level is reached at $\hbar\omega_c=0.00196$ eV, or about 17 T, where $r=4448$ Å. The first-order deficit there is $2.356\times0.0445=0.105$, close to the required 0.100.

At this field $\varepsilon_F/\hbar\omega_c\approx2500$, so many Landau levels are filled and classical orbits are a reasonable starting point. Quantum oscillations are nevertheless outside the model. Since $\omega_c\tau=l/r\approx110$ here, collisions hardly broaden the levels and only temperature damps the oscillations. In the density of states at the Fermi level they amount to about 0.3% at 4 K but to several per cent below 1 K, where they are no longer small against the 10% deficit.

As an independent test, electron paths were sampled over the cross-section and traced back to the wall. For three combinations of $l/d$ and $r/d$ the resulting $\sigma/\sigma_0$ agreed with (5) to within 0.002; the values are in the numerical output.

## Computed results

```
MODEL
Fermi energy = 5.0 eV
Fermi wave number = 1.1456 1/angstrom
mean free path l = 500000 angstrom
wire diameter d = 100000 angstrom
hbar/tau = 1.7458e-05 eV
ZERO FIELD: d/l, rho/rho0, 1+3l/(4d), l/d (dimensionless)
   0.01  102.17158   76.00000  100.00000
   0.10   11.45941    8.50000   10.00000
   0.20    6.29078    4.75000    5.00000
   1.00    2.02896    1.75000    1.00000
  10.00    1.08063    1.07500    0.10000
 100.00    1.00756    1.00750    0.01000
CHECKS (dimensionless)
(rho/rho0-1) d/l at d/l=1000: 0.75056
thick-wire cubic coefficient at d/l=50: 0.37528
(rho/rho0) d/l at d/l=0.001: 1.00300
thin-wire logarithm coefficient: 0.37481
mean distance back to wall / d: 0.42441
weighted mean of 1/sin(theta): 2.35619
field deficit / (r/d) at r/d=0.0001, l/d=5: 2.35595
l/d, r/d, sigma/sigma0 sampled, from integral
  5.0   0.1    0.7875    0.7880
  0.5   0.3    0.7330    0.7331
  5.0   0.6    0.2685    0.2688
sigma/sigma0 at l/d=100, r/d=2: 0.0244
EXAMPLE WIRE IN AXIAL FIELD
sigma/sigma0 without field = 0.1590
cyclotron energy (eV), r (angstrom), sigma/sigma0, F
1.0e-04    87292.4   0.2091    r>d/2
2.0e-04    43646.2   0.3577   0.2764
5.0e-04    17458.5   0.6581   0.6374
1.0e-03     8729.2   0.8124   0.8065
2.0e-03     4364.6   0.9018   0.9002
5.0e-03     1745.8   0.9596   0.9594
cyclotron energy for 90% of bulk = 1.9626e-03 eV
orbit radius r there = 4447.8 angstrom
same field converted = 16.95 T
```
